# Free path and maximum impact parameter in binary-collision simulations: test program

```python
# Result under test: in a solid of atomic density n, one collision per free path
# lam = n**(-1/3), with p = p_max*sqrt(R), R uniform and p_max = lam/sqrt(pi),
# has mean loss n*lam*S, S = integral of T(p)*2*pi*p dp from 0 to p_max.
# p: impact parameter (nm); T: energy given to the target atom (eV);
# E: ion energy in the laboratory (eV); S: nuclear stopping cross-section (eV nm^2).
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.stats import kstest

rng = np.random.default_rng(12345)
Z1, M1 = 18, 39.95       # argon: atomic number, mass in u
Z2, M2 = 14, 28.086      # silicon
density = 50.0           # atoms per nm^3, rough value for amorphous silicon
energy = 1000.0          # eV
threshold = 15.0         # eV, rough displacement threshold

e2 = const.e / (4 * math.pi * const.epsilon_0) * 1e9      # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9   # nm
C = Z1 * Z2 * e2
gamma = 4 * M1 * M2 / (M1 + M2)**2
ZBL = ((0.1818, 3.2), (0.5099, 0.9423), (0.2802, 0.4029), (0.02817, 0.2016))
KRC = ((0.190945, 0.278544), (0.473674, 0.637174), (0.335381, 1.919249))
COULOMB = ((1.0, 0.0),)
a_zbl = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)
a_firsov = 0.8854 * bohr / (Z1**0.5 + Z2**0.5)**(2 / 3)

lam = density**(-1 / 3)
p_max = lam / math.sqrt(math.pi)
p_far = 1.5              # nm, beyond which the potential is negligible

nodes, weights = np.polynomial.legendre.leggauss(64)
phi = (nodes + 1) * math.pi / 4
w_phi = weights * math.pi / 4
SIN, COS = np.sin(phi), np.cos(phi)


def cm_angle(p, E, terms=ZBL, a=a_zbl):
    """Centre-of-mass scattering angle from the scattering integral."""
    p = np.atleast_1d(np.asarray(p, dtype=float))
    Ec = E * M2 / (M1 + M2)

    def V(r):
        return C / r * sum(c * np.exp(-d * r / a) for c, d in terms)

    b = C / Ec
    low = np.maximum(p, 1e-9)
    high = 1.01 * (b / 2 + np.sqrt(b * b / 4 + p * p))
    for _ in range(70):
        mid = (low + high) / 2
        too_close = 1 - V(mid) / Ec - (p / mid)**2 < 0
        low = np.where(too_close, mid, low)
        high = np.where(too_close, high, mid)
    r0 = (low + high) / 2
    q = (p / r0)[:, None]
    h = (V(r0)[:, None] - V(r0[:, None] / SIN)) / (Ec * COS**2)
    return 2 * np.sum(w_phi * (1 - q / np.sqrt(q * q + h)), axis=1)


def transfer(p, E, terms=ZBL, a=a_zbl):
    return gamma * E * np.sin(cm_angle(p, E, terms, a) / 2)**2


t_nodes, t_weights = np.polynomial.legendre.leggauss(96)
t_nodes, t_weights = (t_nodes + 1) / 2, t_weights / 2


def moment(E, p1, p2, power=1, terms=ZBL, a=a_zbl):
    """Integral of T**power * 2 pi p dp between p1 and p2."""
    p = p1 + (p2 - p1) * t_nodes**2
    dp = 2 * (p2 - p1) * t_nodes * t_weights
    return float(np.sum(transfer(p, E, terms, a)**power * 2 * math.pi * p * dp))


def trajectory(p, E):
    """Newtonian motion of both atoms: target energy, laboratory ion angle."""
    v = math.sqrt(2 * E / M1)

    def rhs(t, s):
        dx, dy = s[0] - s[2], s[1] - s[3]
        r = math.hypot(dx, dy)
        force = 0.0
        for c, d in ZBL:
            force += C * c * math.exp(-d * r / a_zbl) * (1 / r**2 + d / (a_zbl * r))
        fx, fy = force * dx / r, force * dy / r
        return [s[4], s[5], s[6], s[7], fx / M1, fy / M1, -fx / M2, -fy / M2]

    sol = solve_ivp(rhs, (0, 3.2 / v), [-1.5, p, 0, 0, v, 0, 0, 0],
                    method="DOP853", rtol=1e-9, atol=1e-11, max_step=0.03 / v)
    assert sol.success
    s = sol.y[:, -1]
    return 0.5 * M2 * (s[6]**2 + s[7]**2), math.atan2(s[5], s[4])


def check_mean(samples, expected):
    """Sample mean must agree within 4.5 standard errors."""
    error = np.std(samples) / math.sqrt(len(samples))
    assert abs(np.mean(samples) - expected) < 4.5 * error, (np.mean(samples), expected, error)
    return error


# Scattering quadrature against the closed Coulomb result.
p_test = np.array([0.01, 0.1, 0.5, 2.0])
b_coulomb = C / (energy * M2 / (M1 + M2))
assert np.allclose(cm_angle(p_test, energy, COULOMB),
                   2 * np.arctan(b_coulomb / (2 * p_test)), rtol=1e-8)

# Three sampled collisions against Newtonian trajectories.
collisions = []
for R in (0.01, 0.1, 0.5):
    p = p_max * math.sqrt(R)
    theta = float(cm_angle(p, energy)[0])
    T = float(transfer(p, energy)[0])
    psi = math.atan2(math.sin(theta), math.cos(theta) + M1 / M2)
    T_newton, psi_newton = trajectory(p, energy)
    assert abs(T - T_newton) < 1e-5 * energy
    assert abs(psi - psi_newton) < 1e-5
    collisions.append((R, p, theta, psi, T, T_newton))

# Truncated stopping, a second time from trajectories alone.
S_cut = moment(energy, 0, p_max)
S_tail = moment(energy, p_max, p_far)
S_full = S_cut + S_tail
g_nodes, g_weights = np.polynomial.legendre.leggauss(24)
p_g = (g_nodes + 1) * p_max / 2
S_newton = sum(w * p_max / 2 * 2 * math.pi * p * trajectory(p, energy)[0]
               for p, w in zip(p_g, g_weights))
assert abs(S_newton / S_cut - 1) < 2e-4
mean_direct = density * lam * S_newton
mean_quad = density * lam * S_cut
mean_tail = density * lam * S_tail
second = density * lam * moment(energy, 0, p_max, power=2)

# Tabulated transfer, used for the large samples.
grid = np.linspace(0, 0.6, 1501)
T_table = CubicSpline(grid, transfer(grid, energy))
p_check = rng.uniform(0, 0.6, 200)
assert np.max(np.abs(T_table(p_check) - transfer(p_check, energy))) < 1e-3

# The sampling algorithm.
n_paths = 200000
T_alg = T_table(p_max * np.sqrt(rng.random(n_paths)))
se_alg = check_mean(T_alg, mean_direct)
check_mean((T_alg - mean_quad)**2, second - mean_quad**2)

# Explicit independent atoms around a straight line cut into free paths.
half = 0.4
n_atoms = rng.poisson(density * (2 * half)**2 * lam * n_paths)
p_atom = np.hypot(rng.uniform(-half, half, n_atoms), rng.uniform(-half, half, n_atoms))
path = rng.integers(0, n_paths, n_atoms)
T_atom = T_table(p_atom)
near = p_atom < p_max
count_random = np.bincount(path[near], minlength=n_paths)
loss_random = np.bincount(path[near], weights=T_atom[near], minlength=n_paths)
loss_tail = np.bincount(path[~near], weights=T_atom[~near], minlength=n_paths)
check_mean(count_random, 1.0)
assert kstest((p_atom[near] / p_max)**2, "uniform").pvalue > 1e-4
se_random = check_mean(loss_random, mean_quad)
check_mean(loss_tail, mean_tail)
check_mean((loss_random - mean_quad)**2, second)

# Ordered atoms: randomly placed and oriented lines in a simple cubic lattice.
axis = np.arange(-1, 3)
sites = lam * np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
counts, losses = [], []
for _ in range(4):
    start = lam * rng.random((25000, 3))
    direction = rng.normal(size=(25000, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    rel = sites[None, :, :] - start[:, None, :]
    along = np.einsum("ijk,ik->ij", rel, direction)
    perp2 = np.maximum(np.sum(rel**2, axis=2) - along**2, 0)
    inside = (along >= 0) & (along < lam) & (perp2 < p_max**2)
    T_site = np.zeros(inside.shape)
    T_site[inside] = T_table(np.sqrt(perp2[inside]))
    counts.append(inside.sum(axis=1))
    losses.append(T_site.sum(axis=1))
count_lattice, loss_lattice = np.concatenate(counts), np.concatenate(losses)
check_mean(count_lattice, 1.0)
se_lattice = check_mean(loss_lattice, mean_quad)

# Two wrong sampling rules.
wrong_uniform = float(T_table.integrate(0, p_max)) / p_max
wrong_half = moment(energy, 0, lam / 2) / (math.pi * (lam / 2)**2)
assert wrong_uniform > 1.1 * mean_quad and wrong_half > 1.1 * mean_quad

# Energy dependence and comparison with the published universal fit.
table = []
for E in (1e2, 1e3, 1e4, 1e5):
    cut, tail = moment(E, 0, p_max), moment(E, p_max, p_far)
    eps = a_zbl * E * M2 / (M1 + M2) / C
    s_fit = math.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * eps**0.5))
    S_fit = math.pi * a_zbl**2 * gamma * E * s_fit / eps
    ratio = (cut + tail) / S_fit
    if E >= 1e3:
        assert abs(ratio - 1) < 0.10   # the fit itself is good to some percent
    table.append((E, eps, density * lam * cut, 100 * tail / (cut + tail), ratio))
assert all(x[3] > y[3] for x, y in zip(table, table[1:]))

# Sizes of neglected or uncertain effects.
v_ratio = math.sqrt(2 * energy * const.e / (M1 * const.atomic_mass)) / (const.alpha * const.c)
S_elec = (8 * math.pi * e2 * bohr * Z1**(7 / 6) * Z2
          / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * v_ratio)
loss_elec = density * lam * S_elec
S_krc = (moment(energy, 0, p_max, terms=KRC, a=a_firsov)
         + moment(energy, p_max, p_far, terms=KRC, a=a_firsov))
S_after = moment(energy - mean_quad, 0, p_max)
p_thr = brentq(lambda p: float(T_table(p)) - threshold, 0, p_max)
soft_paths = 1 - (p_thr / p_max)**2
soft_loss = moment(energy, p_thr, p_max) / S_cut

print(f"Ar (Z={Z1}, M={M1} u) on Si (Z={Z2}, M={M2} u)")
print(f"ion energy E = {energy:.0f} eV")
print(f"atomic density n = {density:.1f} nm^-3 (rough)")
print(f"free path = {lam:.4f} nm")
print(f"maximum impact parameter = {p_max:.4f} nm")
print(f"half free path = {lam / 2:.4f} nm")
print(f"ZBL screening length = {a_zbl:.5f} nm")
print(f"C = Z1*Z2*e^2/(4 pi eps0) = {C:.2f} eV nm")
print(f"centre-of-mass energy = {energy * M2 / (M1 + M2):.2f} eV")
print(f"gamma = {gamma:.4f}, largest transfer = {gamma * energy:.1f} eV")
print("R, p (nm), theta (deg), psi (deg), T (eV), T Newton (eV):")
for R, p, theta, psi, T, T_newton in collisions:
    print(f"  {R:.2f} {p:.4f} {math.degrees(theta):.2f} "
          f"{math.degrees(psi):.2f} {T:.3f} {T_newton:.3f}")
print(f"truncated stopping, quadrature = {S_cut:.4f} eV nm^2")
print(f"truncated stopping, trajectories = {S_newton:.4f} eV nm^2")
print(f"full stopping = {S_full:.4f} eV nm^2 = {S_full * 1e-14:.3e} eV cm^2")
print(f"mean loss per path, integral = {mean_quad:.3f} eV")
print(f"mean loss, {n_paths} samples = {T_alg.mean():.2f} +- {se_alg:.2f} eV")
print(f"mean loss, random atoms = {loss_random.mean():.2f} +- {se_random:.2f} eV")
print(f"mean loss, cubic lattice = {loss_lattice.mean():.2f} +- {se_lattice:.2f} eV")
print(f"mean atoms per path, random = {count_random.mean():.4f}")
print(f"mean atoms per path, lattice = {count_lattice.mean():.4f}")
print(f"mean loss per length = {mean_quad / lam:.1f} eV/nm")
print(f"omitted tail, integral = {mean_tail:.4f} eV per path")
print(f"omitted tail, random atoms = {loss_tail.mean():.4f} eV per path")
print(f"wrong rule p = p_max*R: mean = {wrong_uniform:.2f} eV")
print(f"wrong p_max = half free path: mean = {wrong_half:.2f} eV")
print(f"loss spread, one collision = {math.sqrt(second - mean_quad**2):.2f} eV")
print(f"loss spread, random atoms = {math.sqrt(second):.2f} eV")
print(f"loss spread, cubic lattice = {loss_lattice.std():.2f} eV")
print("E (eV), reduced energy, mean loss (eV), tail (%), full/fit:")
for E, eps, loss, tail, ratio in table:
    print(f"  {E:.0f} {eps:.5f} {loss:.2f} {tail:.3f} {ratio:.3f}")
print(f"electronic loss (Lindhard-Scharff) = {loss_elec:.2f} eV per path")
print(f"electronic/nuclear loss = {100 * loss_elec / mean_quad:.1f} %")
print(f"Kr-C full stopping = {S_krc:.4f} eV nm^2")
print(f"Kr-C relative to ZBL = {100 * (S_krc / S_full - 1):+.1f} %")
print(f"stopping change after mean loss = {100 * (S_after / S_cut - 1):+.2f} %")
print(f"rough displacement threshold = {threshold:.0f} eV")
print(f"paths with T below threshold = {100 * soft_paths:.1f} %")
print(f"their share of the mean loss = {100 * soft_loss:.1f} %")
print("verified")
```

It prints:

```
Ar (Z=18, M=39.95 u) on Si (Z=14, M=28.086 u)
ion energy E = 1000 eV
atomic density n = 50.0 nm^-3 (rough)
free path = 0.2714 nm
maximum impact parameter = 0.1531 nm
half free path = 0.1357 nm
ZBL screening length = 0.01240 nm
C = Z1*Z2*e^2/(4 pi eps0) = 362.87 eV nm
centre-of-mass energy = 412.81 eV
gamma = 0.9696, largest transfer = 969.6 eV
R, p (nm), theta (deg), psi (deg), T (eV), T Newton (eV):
  0.01 0.0153 137.20 44.61 840.526 840.526
  0.10 0.0484 64.32 25.90 274.723 274.723
  0.50 0.1083 12.11 5.00 10.791 10.791
truncated stopping, quadrature = 6.1721 eV nm^2
truncated stopping, trajectories = 6.1721 eV nm^2
full stopping = 6.1902 eV nm^2 = 6.190e-14 eV cm^2
mean loss per path, integral = 83.768 eV
mean loss, 200000 samples = 83.72 +- 0.38 eV
mean loss, random atoms = 82.80 +- 0.42 eV
mean loss, cubic lattice = 83.83 +- 0.54 eV
mean atoms per path, random = 0.9969
mean atoms per path, lattice = 1.0023
mean loss per length = 308.6 eV/nm
omitted tail, integral = 0.2468 eV per path
omitted tail, random atoms = 0.2465 eV per path
wrong rule p = p_max*R: mean = 245.28 eV
wrong p_max = half free path: mean = 106.26 eV
loss spread, one collision = 171.12 eV
loss spread, random atoms = 190.52 eV
loss spread, cubic lattice = 171.95 eV
E (eV), reduced energy, mean loss (eV), tail (%), full/fit:
  100 0.00141 28.58 4.860 1.001
  1000 0.01410 83.77 0.294 1.000
  10000 0.14105 150.27 0.018 1.001
  100000 1.41048 129.58 0.002 0.996
electronic loss (Lindhard-Scharff) = 7.46 eV per path
electronic/nuclear loss = 8.9 %
Kr-C full stopping = 6.8012 eV nm^2
Kr-C relative to ZBL = +9.9 %
stopping change after mean loss = -3.17 %
rough displacement threshold = 15 eV
paths with T below threshold = 55.2 %
their share of the mean loss = 3.0 %
verified
```
